Choosing the time step for field-driven polarization switching near the fold

**The decision: how long may a time step be?**

Suppose a ferroelectric film is relaxed in a fixed electric field slightly above its coercive field. The polarization creeps for a long time and then reverses. Before the run starts, a time step and a solver tolerance must be chosen. Must the step shrink as the field approaches the value at which the metastable state disappears? And could a coarse step shift that value?

The choice arises when an electronic-structure calculation follows overdamped relaxation in a finite field, or supplies the energies for a Landau model that is then integrated in time. The analysis below treats the Landau model with the implicit midpoint rule. The step need not shrink as the fold is approached, but the solver must not mistake the slow creep for a converged state.

**The model and the origin of its stiffness**

Take two ferroelectric layers of equal thickness in series, each with uniform polarization P_i. Thermal noise and lateral domains are left out. Each layer obeys the Landau-Khalatnikov equation

ρ dP_i/dt = aP_i − bP_i³ + E_i, with a, b, ρ > 0.

The applied voltage fixes the mean field, E₁ + E₂ = 2E. Without free charge at the interface the displacement is continuous, ε₀E₁ + P₁ = ε₀E₂ + P₂, so E₁ − E₂ = −(P₁ − P₂)/ε₀. Adding the two conditions gives

E₁ = E − (P₁ − P₂)/(2ε₀),

and E₂ has the opposite sign in the second term.

Measure polarization in P₀ = √(a/b), time in τ = ρ/a and field in aP₀. Dividing the equation of motion by aP₀, and using bP₀²/a = 1, gives

p_i' = F_i = p_i − p_i³ + e − K(p_i − p_j), K = 1/(2ε₀a).

This is motion down a gradient, F_i = −∂W/∂p_i, with

W = Σ(−p_i²/2 + p_i⁴/4 − ep_i) + K(p₁ − p₂)²/2.

For equal layers the coupling vanishes and the force is f(p) = p − p³ + e. The metastable state at negative p merges with the unstable one where f = 0 and f' = 1 − 3p² = 0. This is the fold:

p_c = −1/√3, e_c = 2/(3√3).

With x = p − p_c and δ = e − e_c, and since f''(p_c)/2 = √3 and f'''/6 = −1,

f = δ + √3x² − x³.

For unequal layers let s = p₁ − p₂ and let p̄ be the mean. Since p₁³ − p₂³ = s(3p̄² + s²/4), subtracting the two equations gives

s' = −(2K − 1 + 3p̄²)s − s³/4.

Near p̄ = −1 a small s decays at the rate λ = 2K + 2. Explicit Euler multiplies it by 1 − hλ per step and needs h < 2/λ.

The example uses round parameters that belong to no particular material: a = 10⁹ V m/C, P₀ = 0.2 C/m² and ρ = 1 Ω m. Then τ = 1 ns, the coercive field is E_c = e_c aP₀ = 0.3849 × 2×10⁸ V/m = 77.0 MV/m, and K = 56.47. Near p̄ = −1 the fast rate is 114.9 per ns, which limits Euler to 0.0174 ns. In the switched state p̄ = 2/√3 the rate is 2K + 3, and the limit is slightly lower, 0.01725 ns. A uniform layer alone is much less stiff: its fastest rate near the final state p = 2/√3 is −f' = 3, so Euler would allow 0.67 ns. The severe limit comes from the depolarization field.

Two limits of this example matter for real films. If P leaves out a background polarization with relative permittivity ε_b, then ε₀ is replaced by ε₀ε_b and K falls by the factor ε_b; for ε_b = 10 the Euler limit near p̄ = −1 would be 0.15 ns. And with the present K, a layer difference of only 0.1P₀ adds fields of ±1.1×10⁹ V/m, beyond the breakdown field of typical ferroelectric oxides. Unequal starts of this size serve here as numerical tests, not as states of a real film.

**An upper limit that guarantees a unique step**

From the old state q, the midpoint rule solves for the midpoint m and then extrapolates:

m = q + (h/2)F(m), p_new = 2m − q.

If the field varies, e is taken at mid-step. The residual r = m − q − (h/2)F(m) is the gradient of

Φ(m) = |m − q|²/2 + (h/2)W(m).

For any vector v, the second derivative matrix J of Φ satisfies

vᵀJv = |v|² + (h/2)[Σ(3m_i² − 1)v_i² + K(v₁ − v₂)²] ≥ (1 − h/2)|v|².

For h < 2, that is 2 ns here, Φ is strictly convex and grows without bound at large |m|. It has one minimum, so the step has one solution. The stiff coupling cannot spoil this, because its contribution is never negative. More generally, for a gradient flow with damping ρ whose energy curvature is nowhere below −κ, the same argument gives h < 2ρ/κ.

Newton's direction is d = −J⁻¹r. It points downhill, since r·d = −dᵀJd < 0. Begin with the full step, c = 1, and halve c until

Φ(m + cd) ≤ Φ(m) + 10⁻⁴c r·d.

This converges from any start. Write μ = 1 − h/2, and let L bound the curvature on the bounded region that holds the iterates and trial points. Taylor's theorem gives

Φ(m + cd) ≤ Φ(m) + c r·d + Lc²|d|²/2,

while −r·d ≥ μ|d|². The test is therefore met once c ≤ 2(1 − 10⁻⁴)μ/L, so c cannot shrink to zero. Each iteration lowers Φ by at least a fixed fraction of |r·d|. As Φ is bounded below, r·d → 0, hence d → 0 and r = −Jd → 0. Close to the solution the full step changes Φ by r·d/2 plus cubic terms, so it is accepted and Newton's quadratic convergence sets in.

In a test at h = 1.9 ns, 300 random problems were solved from distant random starts, with at most 13 iterations. Above the limit uniqueness can fail. For equal layers with h = 2.5 ns, q = −0.5 and e = e_c, there are three midpoints: −0.481, 0.078 and 0.403. The lowest root follows the slow creep of the true motion. A solver that picked either of the others would reverse the polarization in a single step, since p_new = 2m − q would be 0.66 or 1.31.

**Why the solver survives the fold**

A static search for f(p) = 0 becomes singular at the fold. There f ≈ √3x² and f' ≈ 2√3x, so Newton gives

x_new ≈ x − √3x²/(2√3x) = x/2.

The error merely halves. From p = −1 the search needed 16 iterations to come within 10⁻⁵ of p_c.

The time step solves a different equation. For equal layers J has the eigenvalue 1 − hf'/2 for common motion, which equals 1 at the fold. For opposite motion the eigenvalue there is 1 + hK, or 6.65 at h = 0.1 ns. Neither is near zero, and the constant-field switching runs with h near 0.1 ns, listed below, needed at most 3 iterations per step.

**The coercive field is not shifted**

A step leaves the state unchanged when m = q and F(q) = 0. The stationary states of the algorithm are therefore those of the equation, for any h, and so is the fold.

A coarse step might still jump over a metastable state p*. For equal layers starting at p = −1 with 0 < e < e_c, this is excluded if h < 1. Let q lie between −1 and p*. The residual is −(h/2)f(q) ≤ 0 at m = q and p* − q ≥ 0 at m = p*, so m lies between q and p*. Differentiating the step equations with respect to q gives

dp_new/dq = (1 + hf'(m)/2)/(1 − hf'(m)/2).

In this interval −2 ≤ f' ≤ 0, so the derivative is positive for h < 1. An increasing map that leaves p* fixed cannot carry a smaller q beyond it.

With h = 0.9 ns and a field below E_c by one part in 10⁵, the run settled at p = −0.578840, the metastable root. At the same distance above E_c it switched to p = 1.154702.

**The error in the switching time stays finite**

Let y(t) be a smooth curve through the numerical points for equal layers, with t at mid-step. Taylor expansion gives

[y(t + h/2) − y(t − h/2)]/h = y' + h²y'''/24 + O(h⁴),

[y(t + h/2) + y(t − h/2)]/2 = y + h²y''/8 + O(h⁴).

The midpoint rule equates the first line to f of the second:

y' + h²y'''/24 = f + h²f'y''/8 + O(h⁴).

In the correction terms the leading-order relations y'' = f'f and y''' = f''f² + f'²f suffice. The f'² terms combine as 1/8 − 1/24 = 1/12, so

y' = f[1 + h²(f'²/12 − ff''/24)] + O(h⁴).

The time to go from p = −1 to p = 0 is the integral of dp/y'. Expanding the bracket gives

T_num = T − Ch², C = (1/12)∫(f'²/f)dp − [f'(0) − f'(−1)]/24.

The last term is 3/24 = 1/8. Near the fold C is positive, and the numerical solution arrives early by Ch². In stronger fields f is larger and the integral smaller. C turns negative above about 1.84E_c and tends to −1/8, so there the solution arrives late. In either case it moves at speed f(0) = e near p = 0, so its polarization error at the true time T is eCh² to leading order.

Near the fold T diverges. Extending ∫dx/(δ + √3x²) over all x gives π/√(√3δ). The actual path runs from x_a = −1 + 1/√3 to x_b = 1/√3, so the missing tails subtract (1/|x_a| + 1/x_b)/√3 = 2.366. The cubic term adds, as δ → 0,

1/[x²(√3 − x)] − 1/(√3x²) = (1/3)[1/x + 1/(√3 − x)].

The 1/x part cancels symmetrically about x = 0, and the rest integrates to

(1/3)ln[x_b(√3 − x_a)/(|x_a|(√3 − x_b))] = 0.312.

Thus T ≈ π/√(√3δ) − 2.054.

C does not diverge, because f'² vanishes in the bottleneck together with f. At δ = 0, f = x²(√3 − x) and f' = x(2√3 − 3x). With u = √3 − x,

f'²/f = (3u − √3)²/u = 9u − 6√3 + 3/u.

Here u falls from 1 + 2/√3 to 2/√3. The difference of u is 1 and that of u² is 1 + 4/√3, so the integral is

(9/2)(1 + 4/√3) − 6√3 + 3 ln(1 + √3/2) = 9/2 + 3 ln(1 + √3/2).

Dividing by 12 and subtracting 1/8 gives the limit

C₀ = [1 + ln(1 + √3/2)]/4 = 0.406.

Raising the field increases f at every p and leaves f' unchanged, so C < C₀ above the fold. The leading reduction comes from the bottleneck, where f'²/f ≈ (12/√3)[1 − δ/(δ + √3x²)]. Integrating and dividing by 12 gives C ≈ C₀ − π√δ/3^(3/4).

**Reading the switching runs**

The film starts at P = −P₀ and the field is switched on at once. The polarization errors are in units of P₀, at the exact time of P = 0, with h close to 0.1 ns.

- Field 10% above E_c: T = 10.05 ns, C = 0.191, error 8.2×10⁻⁴.
- Field 0.1% above E_c: T = 119.6 ns, C = 0.379, error 1.47×10⁻³.
- Field 0.001% above E_c: T = 1214.7 ns, C = 0.403, error 1.56×10⁻³.

Halving h divided each error by about 4.01, as second order requires. In the last case δ = 10⁻⁵ × 0.3849 = 3.85×10⁻⁶. The leading time is 1216.73 ns, and subtracting 2.05 ns gives 1214.68 ns, in agreement with quadrature. The predicted polarization error is 0.3849 × 0.403 × 0.01 = 1.55×10⁻³. The time error is 0.403 × 0.01 ≈ 0.004 ns, about 3 parts in 10⁶ of T. Between the first and last cases T grows 121-fold, while C roughly doubles.

A ramp tests a changing field. The layers start unequal, but their difference dies out long before the reversal and hardly affects the final mean. The field rises from 0.9E_c by 0.01E_c per ns, and the layers start at p = −0.721 ± 0.05. The mean polarization crosses zero at 21.75 ns, although the field passes E_c at 10 ns. The field is then 1.118E_c. This lag belongs to the equation of motion and does not shrink with h. Against an independent implicit solver, 200, 400 and 800 steps gave errors of 4.5×10⁻⁴, 1.12×10⁻⁴ and 2.8×10⁻⁵ in units of P₀.

**What a long step does to the fast mode**

For small s at fixed mean, the midpoint rule reads s_new − s = −hλs_mid, with s_mid = (s_new + s)/2. Therefore

s_new = Rs, R = (1 − hλ/2)/(1 + hλ/2).

The magnitude of R is below 1 for every h, but R tends to −1 for long steps. At h = 1 ns, R = −0.966: the layer difference changes sign each step and takes about 130 steps to fall a hundredfold. The true decay time is 1/114.9 ≈ 0.009 ns. At h = 0.1 ns, R is about −0.70 and 14 steps suffice.

This ringing could matter because s acts on the mean. Averaging the two equations of motion gives

p̄' = p̄ − p̄³ − (3/4)p̄s² + e,

and for negative p̄ the s² term pushes towards switching. Multiplying the midpoint relation by s_new + s = 2s_mid gives

s_new² − s² = −2λh s_mid².

Summed until s has died out, this yields Σh s_mid² = s₀²/(2λ), which equals ∫s²dt for the true decay. At fixed mean the total push is therefore right, and a run at h = 1 ns in zero field confirmed the sum. The timing is wrong: a push that should end within about 0.01 ns is spread over tens of ns. If the mean creeps from −1 towards the fold meanwhile, the factor p̄ shrinks in magnitude and the total push comes out too small as well. Its late arrival can still do more harm than its reduced size prevents. A small advance Δp̄ shortens the switching time by about Δp̄/f, so just above the fold the delayed part, which acts where the film already creeps, brings the reversal forward too much. The individual layer polarizations are also wrong while the ringing lasts.

**Energy as a monitor**

At constant field W should fall. Let Δ_i = p_new,i − q_i and expand W about the midpoint. Even orders cancel, and a quartic has no fifth order. The first-order term is Δ·∇W(m) = −|Δ|²/h. The third derivative is 6m_i, which contributes 2 × 6m_i(Δ_i/2)³/6 = m_iΔ_i³/4. Hence

W_new − W_old = −|Δ|²/h + Σm_iΔ_i³/4.

W cannot rise if hm_iΔ_i ≤ 4 in both layers. Since m_iΔ_i = (p_new,i² − q_i²)/2, this holds for h < 2 whenever |p_new,i| ≤ 2. The condition is sufficient, not necessary.

**Choosing the settings**

1. Keep h below 2ρ/κ, here 2 ns, so that each step has one solution. To exclude jumps over the metastable state in the uniform run described above, keep h below 1 ns.
2. For a permitted switching-time error t_err in the uniform run from p = −1, take h ≤ √(t_err/C₀) in units of τ. An error of 0.004 ns allows h ≈ 0.1 ns, however close the field is to the fold. This is a leading-order estimate for small h.
3. If a large initial difference between the layers must not disturb the switching time, start with h ≤ 2/λ, here 0.0174 ns, which makes the small-s factor R non-negative and keeps any sign reversal of a large difference negligible. Lengthen the step once the difference has died out. If the separate layers matter during the transient itself, take h well below 1/λ: at h = 2/λ the rule removes a small difference in one step, while the true one falls only to e⁻² = 0.14 of its initial value.
4. Near the fold, take at least one Newton update in every step, or tighten the residual tolerance. With the old state as first guess, the residual in the bottleneck is as small as hδ/2. For h = 0.1 and δ = 3.85×10⁻⁶ this is 1.9×10⁻⁷. A looser residual test made before the first update accepts the guess unchanged, and the film appears metastable when it is not. A single update already moves the state by about hf, which is the creep itself. The constant C above assumes converged steps. Exactly one update per step gives p_new = q + hf/(1 − hf'/2), which lacks the term h³f''f²/8 of the converged step. It is still second order with a finite error at the fold, but C is replaced by C − 3/8, whose magnitude approaches 1/2 in strong fields.
5. Check the energy model before refining the step. Since T varies roughly as δ^(−1/2), a 10% error in δ changes T by about 5%. In the slowest run that is some 60 ns, against 0.004 ns from the time step, and it corresponds to an error of one part in 10⁶ in the field or in E_c.

The damping ρ sets the unit of time and does not follow from the static energy surface. Noise can end the metastable state below E_c, and lateral domains can open other switching paths, so the times above hold for this model alone. The full figures are in the numerical output.

Calculated quantities

```
Landau a = 1.000e+09 V m/C, b = 2.500e+10 V m^5/C^3
P0 = 0.20 C/m^2, rho = 1.0 ohm m, tau = 1.000 ns
reduced fold field e_c = 0.384900, fold p_c = -0.577350
coercive field E_c = 76.980 MV/m
coupling K = 56.4705, fast rate at p=-1: 114.941 per ns
explicit Euler step limit = 0.01740 ns
midpoint uniqueness limit = 2.000 ns
Euler |s/s0| after 40 steps, h = 0.95 limit: 0.0148
Euler |s/s0| after 40 steps, h = 1.05 limit: 45.26
midpoint factor R at h = 1 ns: -0.96579
sum h s_mid^2 = 4.35006e-09, exact 4.35006e-09 (tau)
midpoint roots m at h = 2.5 ns, q = -0.5, e = e_c: -0.4810 0.0779 0.4032
random starts, h = 1.9 ns: 300 solved, most iterations 13
cases meeting the energy condition: 263 of 300, W fell in all
static Newton at fold: error ratio 0.5000, 16 iterations to 1e-5
midpoint Jacobian at fold, h = 0.1 ns: 1.00000, 6.64705
limit constants: C0 = 0.40595 per tau, c0 = -2.05412 tau
excess = (E - E_c)/E_c; errors are p_num - p_exact at time T
excess 1e-01: T = 10.04505 ns, pi/sqrt term 12.16734 ns
  steps 100, 200; h = 0.100451, 0.050225 ns
  errors 8.16468e-04, 2.03720e-04; ratio 4.0078
  C measured 0.19062, predicted 0.19062; most Newton its 3
excess 1e-03: T = 119.60336 ns, pi/sqrt term 121.67336 ns
  steps 1196, 2392; h = 0.100003, 0.050001 ns
  errors 1.46709e-03, 3.65858e-04; ratio 4.0100
  C measured 0.37949, predicted 0.37949; most Newton its 3
excess 1e-05: T = 1214.67780 ns, pi/sqrt term 1216.73360 ns
  steps 12147, 24294; h = 0.099998, 0.049999 ns
  errors 1.55740e-03, 3.88355e-04; ratio 4.0102
  C measured 0.40326, predicted 0.40325; most Newton its 3
h = 0.9 ns, excess -1e-5: p = -0.578840, root -0.578840
h = 0.9 ns, excess +1e-5: p = 1.154702, root 1.154702
ramp 0.9 E_c + 0.01 E_c per ns, start p = -0.72061 +- 0.05
ramp: P = 0 at 21.7542 ns, E/E_c = 1.11754
ramp errors, 200/400/800 steps: 4.4941e-04 1.1216e-04 2.8028e-05
ramp error ratio 400 to 800 steps: 4.0017
```
